# Side-jump spin Hall conductivity from the coordinate shift at impurities

Electrons of charge \(-e\), effective mass \(m\) and total density \(n\) move among static, randomly placed impurities of concentration \(n_i\). Both spin directions are equally populated. In a uniform electric field \(\mathbf E\) the Hamiltonian is

\[
H=\frac{\hbar^2k^2}{2m}+V(\mathbf r)+\lambda\,\boldsymbol\sigma\cdot(\mathbf k\times\nabla V)+e\mathbf E\cdot\mathbf r ,\qquad \mathbf k=-i\nabla .
\]

Here \(V\) is the potential energy due to all impurities, and \(\lambda\), an area, measures the spin-orbit coupling. We work to first order in \(\lambda\) and \(\mathbf E\), in the Born approximation, and to leading order in \(1/(k_Fl)\), with \(k_F\) the Fermi wave number and \(l\) the mean free path.

We seek the current of spin \(z\). The unperturbed state is unpolarized, so a term linear in \(\lambda\sigma_i\) contributes through the trace of \(\sigma_z\sigma_i\), which vanishes unless \(i=z\). We may therefore treat two separate species with \(\boldsymbol\sigma\to\mathbf s=\pm\hat{\mathbf z}\) and densities \(n_s\). Spin flips enter the rates at order \(\lambda^2\).

## (a) The displacement in one collision

**Without the electric field, find the velocity operator and the extra displacement when a collision changes the wave vector by \(\Delta\mathbf k\).**

The triple product can be written \(\mathbf s\cdot(\mathbf k\times\nabla V)=\mathbf k\cdot(\nabla V\times\mathbf s)\). Hence

\[
\frac{d\mathbf r}{dt}=\frac1\hbar\frac{\partial H}{\partial\mathbf k}
=\frac{\hbar\mathbf k}{m}+\delta\mathbf v,\qquad
\delta\mathbf v=\frac{\lambda}{\hbar}\nabla V\times\mathbf s .
\]

The second term acts only where the impurity force acts. Since \(\hbar\,d\mathbf k/dt=-\nabla V+O(\lambda)\), its integral over the collision is

\[
\delta\mathbf r=\frac{\lambda}{\hbar}\left(\int\nabla V\,dt\right)\times\mathbf s
=-\lambda\,\Delta\mathbf k\times\mathbf s
=\lambda\,\mathbf s\times\Delta\mathbf k .
\]

The neglected part of the force changes this at order \(\lambda^2\). The displacement is perpendicular to the momentum transfer and opposite for opposite spins. It depends on the potential through \(\Delta\mathbf k\) alone.

This was tested on a two-dimensional wave packet passing a repulsive Gaussian impurity, with \(\hbar=m=1\) and \(\lambda=0.03\). The mean kick was \((-0.0786,0.0573)\), so the formula gives \(\lambda(-\Delta k_y,\Delta k_x)=(-0.00172,-0.00236)\) for spin up. Half the difference between the propagated spin-up and spin-down displacements, after subtraction of \(\int\langle\mathbf k\rangle dt\), agrees to these digits.

## (b) The shift for a given final state

**A kinetic equation needs the shift for each transition \(\mathbf k\to\mathbf k'\). Find it, and relate it to the phase of the scattering matrix element.**

Let \(\mathbf q=\mathbf k'-\mathbf k\) and \(V_{\mathbf q}=\langle\mathbf k'|V|\mathbf k\rangle\). Then \(\langle\mathbf k'|\nabla V|\mathbf k\rangle=i\mathbf qV_{\mathbf q}\). The operator \(\mathbf k\), acting to the left, gives \(\mathbf k'\), so

\[
\langle\mathbf k'|\mathbf k\times\nabla V|\mathbf k\rangle
=i\,\mathbf k'\times(\mathbf k'-\mathbf k)V_{\mathbf q}
=i(\mathbf k\times\mathbf k')V_{\mathbf q},
\]
\[
V_{\mathbf k'\mathbf k}=V_{\mathbf q}\left[1+i\lambda\,\mathbf s\cdot(\mathbf k\times\mathbf k')\right].
\]

The spin-orbit phase is \(\phi=\lambda\mathbf s\cdot(\mathbf k\times\mathbf k')\). It leaves \(|V_{\mathbf k'\mathbf k}|^2\) unchanged at first order, so the Born rate contains no skewness.

Now take a state that starts as \(|\mathbf k\rangle\):

\[
|\psi\rangle=|\mathbf k\rangle+\sum_{\mathbf k'}
\frac{V_{\mathbf k'\mathbf k}}{\varepsilon-\varepsilon'+i0}|\mathbf k'\rangle .
\]

Since \(\delta\mathbf v\) already contains \(\lambda\), we use \(V_{\mathbf q}\) in the amplitude. With \(\langle\mathbf k|\delta\mathbf v|\mathbf k'\rangle=(i\lambda/\hbar)V_{\mathbf q}^*(\mathbf k-\mathbf k')\times\mathbf s\),

\[
\langle\delta\mathbf v\rangle=2\,\mathrm{Re}\sum_{\mathbf k'}
\frac{i\lambda}{\hbar}\frac{|V_{\mathbf q}|^2}{\varepsilon-\varepsilon'+i0}(\mathbf k-\mathbf k')\times\mathbf s .
\]

Because \(2\,\mathrm{Re}[i/(x+i0)]=2\pi\delta(x)\), this becomes

\[
\langle\delta\mathbf v\rangle=\sum_{\mathbf k'}w_{\mathbf k'\mathbf k}\,\delta\mathbf r_{\mathbf k'\mathbf k},\qquad
w_{\mathbf k'\mathbf k}=\frac{2\pi}{\hbar}|V_{\mathbf q}|^2\delta(\varepsilon-\varepsilon'),
\]
\[
\delta\mathbf r_{\mathbf k'\mathbf k}=\lambda\,\mathbf s\times(\mathbf k'-\mathbf k).
\]

Each transition carries the shift found in (a). For the phase, \(\partial_{\mathbf k}\phi=\lambda\mathbf k'\times\mathbf s\) and \(\partial_{\mathbf k'}\phi=\lambda\mathbf s\times\mathbf k\). Their sum is \(-\lambda\mathbf s\times(\mathbf k'-\mathbf k)\), so

\[
\delta\mathbf r_{\mathbf k'\mathbf k}=-(\partial_{\mathbf k}+\partial_{\mathbf k'})\phi .
\]

The phase of \(V_{\mathbf q}\), which records the impurity position, depends only on \(\mathbf k'-\mathbf k\) and drops out of this combination.

## (c) Energy balance in the field

**Find how the electric field changes the condition \(\varepsilon'=\varepsilon\).**

In the field both wave vectors drift: \(\mathbf k(t)=\mathbf k-e\mathbf Et/\hbar\), and likewise \(\mathbf k'(t)\). Their difference stays fixed, so \(V_{\mathbf q}\) does too, but the spin-orbit phase drifts:

\[
\phi(t)=\phi-\frac{e\mathbf Et}{\hbar}\cdot(\partial_{\mathbf k}+\partial_{\mathbf k'})\phi
=\phi+\frac{e\mathbf E\cdot\delta\mathbf r_{\mathbf k'\mathbf k}}{\hbar}t .
\]

There is no quadratic term, because it would contain \(\mathbf E\times\mathbf E\). The transition amplitude is proportional to

\[
\int dt\,\exp\!\left\{\frac{i}{\hbar}\left[(\varepsilon'-\varepsilon+e\mathbf E\cdot\delta\mathbf r)t
-\tfrac12e\mathbf E\cdot(\mathbf v'-\mathbf v)t^2\right]\right\},
\qquad \mathbf v=\frac{\hbar\mathbf k}{m}.
\]

The \(t^2\) term comes from the ordinary drift of the energies. It does not depend on spin, and for a collision window symmetric in time it does not move the centre of the energy distribution. The linear term gives the balance

\[
\varepsilon'-\varepsilon=-e\mathbf E\cdot\delta\mathbf r_{\mathbf k'\mathbf k}.
\]

The right side is the work done by the force \(-e\mathbf E\) over the shift. As a test, the energy spectrum of such an amplitude was computed for \(\mathbf k=(1.1,0.3)\), \(\mathbf k'=(0.2,1.0)\), \(e\mathbf E=(0.013,0.017)\) and \(\lambda=0.03\), with \(\hbar=m=1\). Its mean energy gain is \(7.31\times10^{-4}\), against \(7.32\times10^{-4}\) from the formula.

## (d) Current carried by the shifts

**Find the transverse current produced by the shifts of electrons in the ordinary field-driven distribution.**

After averaging over impurity positions, \(w\) is proportional to \(n_i\). For isotropic scattering statistics,

\[
\sum_{\mathbf k'}w_{\mathbf k'\mathbf k}(\mathbf k'-\mathbf k)=-\frac{\mathbf k}{\tau},\qquad
\frac1\tau=\sum_{\mathbf k'}w_{\mathbf k'\mathbf k}(1-\cos\theta),
\]

where \(\theta\) is the scattering angle and \(\tau\) the transport time. The mean velocity due to shifts is therefore

\[
\sum_{\mathbf k'}w_{\mathbf k'\mathbf k}\delta\mathbf r_{\mathbf k'\mathbf k}
=-\frac{\lambda}{\tau}\mathbf s\times\mathbf k .
\]

Write \(f=f_0+g\), where \(f_0(\varepsilon)\) is the Fermi function and \(f_0'=df_0/d\varepsilon\). The steady kinetic equation balances field drift against collisions:

\[
-e\mathbf E\cdot\mathbf v f_0'=-\frac g\tau
\quad\Longrightarrow\quad
g=e\tau\,\mathbf E\cdot\mathbf v\,f_0' .
\]

Sums over \(\mathbf k\) are now taken per unit volume. The equilibrium part \(f_0\) gives no current, since the shift velocity is odd in \(\mathbf k\). Blocking of occupied final states adds a term \(f(\mathbf k)f(\mathbf k')w\,\delta\mathbf r\), antisymmetric under exchange of the two states, which sums to zero. Thus

\[
\mathbf j_s^{\rm acc}=-e\sum_{\mathbf k}g\left(-\frac{\lambda}{\tau}\mathbf s\times\mathbf k\right)
=\frac{e^2\lambda\hbar}{m}\,\mathbf s\times\sum_{\mathbf k}\mathbf k(\mathbf k\cdot\mathbf E)f_0' .
\]

The time \(\tau\) has cancelled at each energy, before the sum is done. Since \(\partial f_0/\partial k_b=(\hbar^2k_b/m)f_0'\), integration by parts gives

\[
\sum_{\mathbf k}k_ak_bf_0'
=\frac{m}{\hbar^2}\sum_{\mathbf k}k_a\frac{\partial f_0}{\partial k_b}
=-\frac{m n_s}{\hbar^2}\delta_{ab}.
\]

Using \(-\mathbf s\times\mathbf E=\mathbf E\times\mathbf s\),

\[
\mathbf j_s^{\rm acc}=\frac{e^2\lambda n_s}{\hbar}\mathbf E\times\mathbf s .
\]

## (e) Current from the energy mismatch, and the total

**The result of (c) also changes the distribution. Find the resulting current and the side-jump spin Hall conductivity.**

In the collision term the equilibrium functions no longer cancel:

\[
f_0(\varepsilon')-f_0(\varepsilon)=-f_0'\,e\mathbf E\cdot\delta\mathbf r_{\mathbf k'\mathbf k}.
\]

This source is balanced by a correction \(g_a\). The mismatch acting on \(g\) itself would be of second order in \(\mathbf E\). In the steady state

\[
0=\sum_{\mathbf k'}w_{\mathbf k'\mathbf k}[g_a(\mathbf k')-g_a(\mathbf k)]
-f_0'\,e\mathbf E\cdot\sum_{\mathbf k'}w_{\mathbf k'\mathbf k}\delta\mathbf r_{\mathbf k'\mathbf k}.
\]

The source is linear in the direction of \(\mathbf k\), so \(g_a\) is too, and its collision term is \(-g_a/\tau\). Inserting the mean shift rate,

\[
0=-\frac{g_a}{\tau}+\frac{e\lambda}{\tau}f_0'\,\mathbf E\cdot(\mathbf s\times\mathbf k)
\quad\Longrightarrow\quad
g_a=e\lambda f_0'\,\mathbf k\cdot(\mathbf E\times\mathbf s).
\]

Again \(\tau\) cancels. These electrons carry current through their ordinary velocity:

\[
\mathbf j_s^{\rm dist}=-e\sum_{\mathbf k}\frac{\hbar\mathbf k}{m}g_a
=-\frac{e^2\lambda\hbar}{m}\left(-\frac{mn_s}{\hbar^2}\right)\mathbf E\times\mathbf s
=\frac{e^2\lambda n_s}{\hbar}\mathbf E\times\mathbf s .
\]

The two parts are equal, and \(\mathbf j_s=(2e^2\lambda n_s/\hbar)\mathbf E\times\mathbf s\). For \(\mathbf E\) along \(x\), \(\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}\). Defining the spin current in charge units as \(\mathbf J=\mathbf j_\uparrow-\mathbf j_\downarrow\), and adding the two densities,

\[
\boxed{\sigma^{\rm SJ}_{yx}=\frac{J_y}{E_x}=-\frac{2e^2\lambda n}{\hbar}}
\]

To obtain a current of spin angular momentum, multiply by \(-\hbar/(2e)\), which gives \(+e\lambda n\).

The impurity concentration cancels for a different reason in each part. In (d), more impurities mean more frequent shifts, but a proportionally smaller displacement of the distribution from equilibrium. In (e), impurities both create the anomalous distribution and relax it, at rates proportional to \(n_i\). The impurity strength cancels in the same way. The statement holds at fixed \(n\).

An independent evaluation used non-crossing Kubo diagrams for a two-dimensional white-noise potential with \(\hbar/2\tau=0.02E_F\), where \(E_F\) is the Fermi energy. The two diagrams with \(\delta\mathbf v\) at the measured-current vertex, whose impurity line ends on the retarded or on the advanced Green function, sum to \(-0.997\) in units of \(e^2\lambda n_s/\hbar\) for spin up. The two with \(\delta\mathbf v\) at the field vertex sum to the same value. The derivation above gives \(-1\) for each part, in two dimensions as in three. The remainder is of relative order \(\hbar/(E_F\tau)\) and grows logarithmically with the momentum cutoff, here an energy of roughly \(6\)–\(12\,E_F\). For cutoffs between \(3E_F\) and \(100E_F\) the value runs from \(-0.985\) to \(-1.016\), so the agreement is to one or two percent.

## (f) Removing the impurities

**The result does not contain \(n_i\), yet without impurities there are no shifts. Resolve this by letting the field oscillate as \(e^{-i\omega t}\).**

Take \(\hbar\omega\ll E_F\) and a field that is nearly constant during one collision. The time derivative adds \(-i\omega g\) and \(-i\omega g_a\) to the kinetic equations:

\[
\left(\frac1\tau-i\omega\right)g=e\mathbf E\cdot\mathbf v f_0',\qquad
\left(\frac1\tau-i\omega\right)g_a=\frac{e\lambda}{\tau}f_0'\,\mathbf k\cdot(\mathbf E\times\mathbf s).
\]

Both distributions acquire the factor \(1/(1-i\omega\tau)\). At low temperature, with \(\tau\) taken at the Fermi energy,

\[
\sigma^{\rm SJ}_{yx}(\omega)=-\frac{2e^2\lambda n}{\hbar}\,\frac{1}{1-i\omega\tau}.
\]

If \(n_i\to0\) at fixed \(\omega\), then \(\omega\tau\to\infty\) and this response vanishes. That holds for the Hamiltonian above, where the field couples to \(\mathbf r\). With the position \(\mathbf R\) of part (g) only the shift-related part vanishes, and the Berry-curvature term \(+2e^2\lambda n/\hbar\) remains. The concentration-independent value requires \(\omega\tau\ll1\): the steady state must have had time to form.

## (g) Which position does the field act on?

**For band electrons the physical position can be \(\mathbf R=\mathbf r+\lambda\boldsymbol\sigma\times\mathbf k\). Find how the steady current changes if the field couples to \(\mathbf R\) and the current is \(-e\,d\mathbf R/dt\).**

This position is natural here, because expanding \(V(\mathbf R)\) gives \(V+\lambda(\boldsymbol\sigma\times\mathbf k)\cdot\nabla V=V+\lambda\boldsymbol\sigma\cdot(\mathbf k\times\nabla V)\), the assumed impurity coupling.

In a collision \(\mathbf R\) shifts by an additional \(\lambda\mathbf s\times(\mathbf k'-\mathbf k)\), so the shift doubles. It enters (d) as a displacement and (e) as work. Each part therefore doubles, and the shift-related current becomes \((4e^2\lambda n_s/\hbar)\mathbf E\times\mathbf s\).

There is also a velocity between collisions. The field energy \(e\mathbf E\cdot\mathbf R\) contains \(e\lambda\mathbf k\cdot(\mathbf E\times\mathbf s)\), which adds \((e\lambda/\hbar)\mathbf E\times\mathbf s\) to \(d\mathbf r/dt\). The drift \(d\mathbf k/dt=-e\mathbf E/\hbar\) makes \(\lambda\mathbf s\times\mathbf k\) change at the same rate. Together they form the Berry-curvature velocity \((2e\lambda/\hbar)\mathbf E\times\mathbf s\), with current \(-(2e^2\lambda n_s/\hbar)\mathbf E\times\mathbf s\). The sum is

\[
(4-2)\frac{e^2\lambda n_s}{\hbar}\mathbf E\times\mathbf s
=\frac{2e^2\lambda n_s}{\hbar}\mathbf E\times\mathbf s ,
\]

as before. The part named "side jump" depends on the convention, while the steady sum does not. The added term \(\lambda\mathbf s\times\mathbf k\) has a constant mean in a steady state, so its time derivative carries no steady current. The added field energy \(e\lambda\mathbf k\cdot(\mathbf E\times\mathbf s)\) only displaces the band minimum in \(\mathbf k\): the extra anomalous distribution is the equilibrium one in the displaced band, and its current cancels that of the extra velocity.

## (h) Other contributions

**Estimate how skew scattering depends on \(n_i\), and decide whether the whole spin Hall conductivity is independent of concentration.**

Beyond the Born approximation, a single impurity scatters one spin preferentially to one side. The leading such rate is proportional to \(n_iV^3\lambda\). Its current contains two factors of \(\tau\), one for the driven distribution and one for the relaxation of the skewed part. With \(\tau\propto1/(n_iV^2)\), identical impurities give \(\sigma^{\rm skew}\propto1/n_i\).

Interference between scattering from pairs of impurities is different. For potentials whose range is comparable to the electron wavelength, its skew rate scales as \(\lambda k_F^2\,\hbar/(E_F\tau^2)\). Multiplying by \(\tau\) and by \(\sigma_{xx}=ne^2\tau/m\) gives

\[
\frac{ne^2\tau}{m}\,\lambda k_F^2\,\frac{\hbar}{E_F\tau}
=\frac{2e^2\lambda n}{\hbar},
\]

up to a numerical factor not calculated here. This contribution is also independent of \(n_i\) and may be comparable to the side jump. The boxed result is thus the side-jump part, not the complete spin Hall conductivity.

## (i) A doped semiconductor

**Evaluate the result for \(m=0.07\) electron masses, dielectric constant 13, \(\lambda=0.05\ \mathrm{nm^2}\), \(n=10^{18}\ \mathrm{cm^{-3}}\) and charged impurities.**

These are rough values for an n-type III–V semiconductor. First, \(\lambda n=(5\times10^{-20}\ \mathrm{m^2})(10^{24}\ \mathrm{m^{-3}})=5\times10^4\ \mathrm{m^{-1}}\). With \(e^2/\hbar=2.43\times10^{-4}\ \mathrm S\),

\[
\sigma^{\rm SJ}_{yx}=-2(2.43\times10^{-4})(5\times10^4)\ \mathrm{S/m}
=-0.243\ \mathrm{S/cm}.
\]

A field of 10 V/cm gives a spin current density of \(-2.43\ \mathrm{A/cm^2}\) in charge units.

The kinetic equation was also solved numerically for screened Coulomb impurities, with shifts obtained by differentiating the phase. The concentration was changed by compensation: \(n_i\) counts donors plus acceptors, while their difference stays equal to \(n\). Density, screening and \(\lambda\) were held fixed.

| \(n_i/n\) | mobility (cm²/Vs) | \(k_Fl\) | \(\sigma^{\rm SJ}_{yx}\) (S/cm) | skew / side jump |
|---|---|---|---|---|
| 1 | 4770 | 30 | −0.243 | −2.45 |
| 2 | 2380 | 15 | −0.243 | −0.61 |
| 4 | 1190 | 7.5 | −0.243 | −0.15 |

The mobility falls fourfold while the side-jump value stays put. The ratio \(\sigma^{\rm SJ}_{yx}/\sigma_{xx}\) grows in magnitude from \(3.2\times10^{-4}\) to \(1.3\times10^{-3}\), because \(\sigma_{xx}\) falls. At the leading order used here, skew scattering falls as \(1/n_i^2\): donors and acceptors contribute with opposite signs of \(V^3\), so the net skew rate follows their fixed difference, and only the two factors of \(\tau\) vary. The next order, proportional to \(V^4\), has the same sign for both and does not cancel. Here it adds to the net \(V^3\) term, so the true fall is slower.

In the donor-only case skew scattering exceeds the side jump and opposes it. To leading order their sum is \(-0.243(1-2.45)=+0.35\ \mathrm{S/cm}\). At \(n_i=4n\) it is \(-0.21\ \mathrm{S/cm}\). Pair scattering is absent from both sums.

A mobility of a few thousand \(\mathrm{cm^2/Vs}\) is reasonable for this doping regime. The assumption most damaging to the number in a real uncompensated sample is that side jump alone matters: single-impurity skew scattering already reverses the sign in this model. The Born parameter \(1/(k_Fa_B)\), with \(a_B\) the effective Bohr radius, is 0.33, so corrections of some tens of percent to the scattering rates of a single impurity are to be expected. In compensated samples the leading skew terms of donors and acceptors largely cancel, and the correction to the small remainder can exceed the remainder itself. The last column of the table is therefore only a leading-order estimate, least reliable at \(n_i=4n\). With partial-wave phase shifts for the same screened potential, and the side jump kept at its boxed value, the ratios become about \(-2.6\), \(-1.0\) and \(-0.4\). The sum then nearly vanishes at \(n_i=2n\) and is about \(-0.14\ \mathrm{S/cm}\) at \(n_i=4n\).

Three further effects are left out. The ratio of \(E_F=52\) meV to a rough gap of 1.4 eV is 0.04, which sets the scale of nonparabolicity. A rough cubic band splitting turns the spin by at most about 0.17 rad per transport time at \(n_i=n\), depending on the direction of motion. This angle \(\Omega\tau\) is small, but the splitting drives a spin Hall current of its own, of order \((e^2k_F/\hbar)(\Omega\tau)^2\), so \((\Omega\tau)^2\approx0.03\) competes with \(\lambda k_F^2\approx0.005\). For the screened impurities at \(n_i=n\) it amounts to about \(-0.03\ \mathrm{S/cm}\), a tenth of the side jump, and it falls as \(1/n_i^2\). At 77 K, \(k_BT/E_F=0.13\), but this smearing does not alter the side-jump formula when \(n\) is the actual density, since the identity in (d) holds for any Fermi function. The remaining values are in the numerical output.

## Computed values

```
MODEL TESTS (hbar = m = 1)
packet momentum kick x, y: -0.0786, 0.0573
packet shift x, y: -0.001720, -0.002356
formula shift x, y: -0.001720, -0.002358
energy gain, spectrum: 7.3117e-04
energy gain, formula: 7.3200e-04
Kubo parts / (e^2 lam n_s/hbar): -0.9973, -0.9973
EXAMPLE INPUTS (rough III-V regime)
mass: 0.07 m_e; dielectric constant: 13.0
spin-orbit area: 0.05 nm^2
electron density: 1.00e+18 cm^-3
temperature: 77.0 K; field: 10.0 V/cm
EXAMPLE RESULTS
Fermi wave number: 0.3094 nm^-1
Fermi energy: 0.0521 eV
screening wave number: 0.2002 nm^-1
transport time at n_i = n: 0.1897 ps
largest jump 2 lam kF: 0.0309 nm
n_i = 1 n: mobility 4765.3 cm2/Vs, kF*l 30.02
  sigma_xx 763.48 S/cm
  accumulation -0.12171 S/cm
  anomalous distribution -0.12171 S/cm
  side-jump sum -0.24341 S/cm
  side-jump Hall ratio -3.188e-04
  skew / side jump -2.451
n_i = 2 n: mobility 2382.6 cm2/Vs, kF*l 15.01
  sigma_xx 381.74 S/cm
  accumulation -0.12171 S/cm
  anomalous distribution -0.12171 S/cm
  side-jump sum -0.24341 S/cm
  side-jump Hall ratio -6.376e-04
  skew / side jump -0.613
n_i = 4 n: mobility 1191.3 cm2/Vs, kF*l 7.50
  sigma_xx 190.87 S/cm
  accumulation -0.12171 S/cm
  anomalous distribution -0.12171 S/cm
  side-jump sum -0.24341 S/cm
  side-jump Hall ratio -1.275e-03
  skew / side jump -0.153
side-jump formula: -0.24341 S/cm
side-jump spin current: -2.434 A/cm^2
other convention, jump part: -0.48683 S/cm
other convention, Berry part: 0.24341 S/cm
thermal / formula at 77 K: 0.99999
SIZE OF NEGLECTED EFFECTS
spin-orbit expansion lam kF^2: 0.00479
Born parameter 1/(kF a_B): 0.329
nonparabolicity EF/gap (gap 1.4 eV): 0.0372
thermal smearing kT/EF: 0.1274
spin precession per tau (cubic 0.02 eV nm^3): 0.1706 rad
field energy per free path / EF: 1.86e-03
```
